\section*{Scattering-matrix transmission through thick Schottky barriers with variable effective mass}

\section{One barrier layer shows the difficulty}

Take an electron of energy $E$ incident from the left on one layer of thickness $d$ in which $E<V$. The leads on both sides are identical and propagating; the layer may have a different effective mass. The motion is one-dimensional and coherent, in a single band, with zero transverse wavevector:
\begin{equation}
-\frac{\hbar^2}{2}\frac{d}{dx}\left(\frac1m\frac{d\psi}{dx}\right)+V\psi=E\psi .
\label{bdd}
\end{equation}
Here $V(x)$ and $m(x)$ are real, and $m(x)>0$. Integrating over a vanishing interval around a jump of $m$ or $V$ leaves no contribution from the bounded terms $V\psi$ and $E\psi$. Hence $\psi'/m$ is continuous, as is $\psi$.

In a uniform region define
\begin{equation}
k=\frac{\sqrt{2m(E-V)}}{\hbar},\qquad q=\frac{k}{m},\qquad \operatorname{Im}k\ge0 .
\end{equation}
A wave $ae^{ikx}+be^{-ikx}$ has $\psi'/m=iq(ae^{ikx}-be^{-ikx})$, so $q$, and not $k$, enters the matching. In the barrier $k=i\kappa$ and $q=i\eta$, with $\eta=\kappa/m>0$.

Let $(a,b)$ be the right- and left-moving amplitudes just left of an interface between regions $a$ and $b$, and $(a',b')$ those just right of it. Continuity gives $a'+b'=a+b$ and $a'-b'=(q_a/q_b)(a-b)$. Half the sum and half the difference are
\begin{equation}
\begin{pmatrix}a'\\b'\end{pmatrix}=
\begin{pmatrix}u&v\\v&u\end{pmatrix}
\begin{pmatrix}a\\b\end{pmatrix},\qquad
u,v=\frac12\left(1\pm\frac{q_a}{q_b}\right).
\label{interface}
\end{equation}
Crossing the layer multiplies the two amplitudes by $p=e^{-\kappa d}$ and $1/p$. With lead value $q$, multiplying interface, layer and interface gives
\begin{align}
M_{22}&=\cosh\kappa d+\frac i2\left(\frac\eta q-\frac q\eta\right)\sinh\kappa d,
& M_{11}&=M_{22}^*,\\
M_{21}&=\frac i2\left(\frac\eta q+\frac q\eta\right)\sinh\kappa d,
& M_{12}&=-M_{21}.
\end{align}
Nothing arrives from the right, so $(t,0)^T=M(1,r)^T$. The second row gives $r=-M_{21}/M_{22}$, and the first then gives
\begin{align}
t&=M_{11}-\frac{M_{12}M_{21}}{M_{22}}
=\frac{|M_{22}|^2-\frac14(\eta/q+q/\eta)^2\sinh^2\kappa d}{M_{22}}\nonumber\\
&=\frac{\cosh^2\kappa d-\sinh^2\kappa d}{M_{22}}=\frac1{M_{22}} .
\label{single}
\end{align}
The third form uses $(\eta/q+q/\eta)^2-(\eta/q-q/\eta)^2=4$. Two numbers of order $e^{2\kappa d}$ must cancel to leave one. The physical result contains no large number: for $\kappa d\gg1$,
\begin{equation}
T=|t|^2\simeq\frac{16q^2\eta^2}{(q^2+\eta^2)^2}e^{-2\kappa d}.
\end{equation}

The same $t$ can be written in terms of what an interface reflects. With $\rho_1=(q-i\eta)/(q+i\eta)$, the product of the two diagonal interface elements is $(q+i\eta)^2/(4iq\eta)=1/(1-\rho_1^2)$, and that of the off-diagonal ones is $-\rho_1^2/(1-\rho_1^2)$. Thus
\begin{equation}
M_{22}=\frac{p^{-1}-\rho_1^2p}{1-\rho_1^2},\qquad
t=\frac{(1-\rho_1^2)p}{1-\rho_1^2p^2}.
\end{equation}
In the last form the exponential appears only as the small number $p$. The design task is to keep this form for any number of layers.

\section{Two separate failures of the transfer matrix}

For many layers, let $K=\int\kappa\,dx$ over the forbidden region. Away from resonances, the elements of $M$ generally grow as $e^K$, while $t$ is of order $e^{-K}$. If rounding has relative size $\epsilon$, the subtraction in $t=M_{11}-M_{12}M_{21}/M_{22}$ leaves an absolute error of order $\epsilon e^K$. Relative to $t$ this is
\begin{equation}
\frac{|\delta t|}{|t|}\sim\epsilon e^{2K}.
\end{equation}
In double precision, $\epsilon\simeq2.2\times10^{-16}$, and all digits are lost near $K=18$. Rounding accumulated over many layers enlarges the prefactor and brings this limit somewhat lower.

This failure can be avoided. The determinant of \eqref{interface} is $u^2-v^2=q_a/q_b$, and that of a layer factor is $p\,p^{-1}=1$. The product telescopes to $\det M=q_L/q_R$, where $L$ and $R$ denote the leads, so
\begin{equation}
t=\frac{\det M}{M_{22}}=\frac{q_L}{q_RM_{22}} .
\end{equation}
No subtraction of large terms remains in this last step, but $M_{22}$ itself still overflows near $K=\ln(1.8\times10^{308})\simeq710$. Rescaling $M$ during the product would remove that overflow too. The alternative below needs no rescaling and gives reflection from bounded exponentials as well.

\section{Composing reflections instead of growing waves}

First find what one interface does. For unit incidence from $a$, continuity requires $1+\rho=\tau$ and $q_a(1-\rho)=q_b\tau$. Therefore
\begin{equation}
\rho=\frac{q_a-q_b}{q_a+q_b},\qquad
\tau=\frac{2q_a}{q_a+q_b},\qquad
\tau'=\frac{2q_b}{q_a+q_b}.
\end{equation}
Exchanging $a$ and $b$ shows that incidence from $b$ gives reflection $-\rho$ and transmission $\tau'$. Also $\tau\tau'=1-\rho^2$.

Suppose the stack up to the right edge of layer $a$ is known. Let $r,t$ be its reflection and transmission for incidence from the left, and $r',t'$ those for incidence from the right. Add the interface $a|b$ and layer $b$, with $p_b=e^{ik_bd_b}$.

For unit incidence from the left, the amplitudes $a_+$ and $a_-$ at the right edge of $a$ obey
\begin{equation}
a_+=t+r'a_-,\qquad a_-=\rho a_+ .
\end{equation}
Substitution gives $a_+=t/D$, where $D=1-r'\rho$. The wave reaching the far edge of $b$ is $p_b\tau a_+$, and the total reflected wave is $r+t'a_-$.

For unit incidence at the far edge of $b$, the wave reaches the interface with amplitude $p_b$. Now
\begin{equation}
a_-=\tau'p_b+\rho a_+,\qquad a_+=r'a_- ,
\end{equation}
so $a_-=\tau'p_b/D$. The amplitude transmitted to the left lead is $t'a_-$. The wave returned to the far edge is
\begin{align}
p_b(\tau a_+-\rho p_b)
&=p_b^2\frac{(1-\rho^2)r'-\rho(1-r'\rho)}{D}
=p_b^2\frac{r'-\rho}{D}.
\end{align}
The updates are therefore
\begin{align}
r&\leftarrow r+\frac{t\rho t'}D, &
t&\leftarrow\frac{t\tau p_b}{D},\nonumber\\
t'&\leftarrow\frac{t'\tau'p_b}{D}, &
r'&\leftarrow p_b^2\frac{r'-\rho}{D}.
\label{updates}
\end{align}
All right-hand sides use the old values. Start with $r=r'=0$ and $t=t'=1$, and set $p=1$ for the right lead. Since $\operatorname{Im}k_b\ge0$, every layer factor satisfies $|p_b|\le1$. These relations solve linear equations; they do not rely on convergence of a series of repeated reflections.

Avoiding overflow does not prevent underflow of a very small $t$. Store its logarithm:
\begin{equation}
\ln t\leftarrow\ln t+\ln\frac{\tau}{D}+ik_bd_b .
\end{equation}
Do the same for $t'$. Their product is exponentiated only in the update of $r$, where an underflow to zero discards a negligible correction unless $|D|$ is comparably small. Such a $|D|$ means that the part already built, if closed by an endless layer $b$, would have a resonance far too narrow to resolve in double precision. The finished stack need not have a narrow resonance at that energy. The branch of the complex logarithm does not matter, because a shift by $2\pi i$ changes neither that exponential nor $|t|$.

\section{Flux and the safety of the denominator}

Equation \eqref{bdd} gives $(\psi'/m)'=2(V-E)\psi/\hbar^2$. Hence
\begin{equation}
\frac d{dx}\operatorname{Im}\left(\psi^*\frac{\psi'}m\right)
=\operatorname{Im}\left[\frac{|\psi'|^2}m+
\frac{2(V-E)}{\hbar^2}|\psi|^2\right]=0 .
\end{equation}
The flux $J=\hbar\operatorname{Im}(\psi^*\psi'/m)$ is constant. In propagating leads it gives
\begin{equation}
T=\frac{q_R}{q_L}|t|^2,\qquad |r|^2+T=1,
\end{equation}
and the computed quantity is $\ln T=\ln(q_R/q_L)+2\operatorname{Re}\ln t$. Because $\tau/\tau'=q_a/q_b$, the updates also give $t/t'=q_L/q_R$. Transmission from the right, $(q_L/q_R)|t'|^2$, therefore equals $T$. If the right lead is evanescent instead, it carries no flux and $T=0$.

Can $D$ vanish? Consider incidence from the right on the stack already built, with unit left-moving amplitude at the right edge of $a$. There $\psi=1+r'$ and $\psi'/m=-iq_a(1-r')$. The wave in the left lead cannot vanish: if it did, $\psi$ and $\psi'/m$ would both be zero there and, by the first-order equations for this pair, everywhere. Thus the leftward flux is nonzero, so $1+r'\ne0$. Define
\begin{equation}
Y=-\frac{\psi'}{im\psi}=q_a\frac{1-r'}{1+r'},\qquad
J=-\hbar|\psi|^2\operatorname{Re}Y .
\end{equation}
Leftward flux means $\operatorname{Re}Y>0$. Now expand $D$:
\begin{align}
D&=\frac{q_a+q_b-r'(q_a-q_b)}{q_a+q_b}
=\frac{q_a(1-r')+q_b(1+r')}{q_a+q_b}\nonumber\\
&=\frac{(1+r')(Y+q_b)}{q_a+q_b}.
\end{align}
Every nonzero $q$ is positive real or positive imaginary, so $q_a+q_b\ne0$ and $\operatorname{Re}(Y+q_b)>0$. Hence $D\ne0$, and the next $r'$ is finite.

This is a statement in exact arithmetic, not a lower bound on $|D|$. A well enclosed by thick barriers can make $\operatorname{Re}Y$ smaller than rounding error. Its very narrow resonance then remains sensitive to the last digits of the input.

The case $E=V_j$ needs separate care: $q_j=0$ merges the two exponential solutions. The layer still has a regular solution, linear in $x$. Displacing $E-V_j$ by $10^{-12}$ eV avoids the formal division of zero by zero. The error this causes is negligible in layers a few nanometres thick, but it grows with thickness, approximately as the square once the layer is thick. Random stacks of wells and barriers, each with such a layer, were compared with a high-precision propagation of $\psi$ and $\psi'/m$; the largest difference in $\ln T$ was $1.3\times10^{-9}$.

\section{Replacing the smooth barrier by layers}

For $U=(\psi,\psi'/m)^T$, the wave equation is
\begin{equation}
U'=A(x)U,\qquad
A=\begin{pmatrix}0&m\\2(V-E)/\hbar^2&0\end{pmatrix}.
\end{equation}
A layer of width $h$ with values taken at its midpoint $x_c$ has propagator $e^{hA_c}$. Let $s=x-x_c$. The smooth coefficient is $A_c+sA'_c+\tfrac12s^2A''_c+\cdots$, and the first correction to the propagator is
\begin{equation}
\int_{-h/2}^{h/2}
e^{(h/2-s)A_c}\left(sA'_c+\tfrac12s^2A''_c\right)e^{(h/2+s)A_c}\,ds .
\end{equation}
The term $sA'_c$ integrates to zero. Expanding the exponentials once leaves
\begin{equation}
\frac{h^3}{12}(A'_cA_c-A_cA'_c)+\frac{h^3}{24}A''_c+O(h^4).
\end{equation}
At fixed total width the number of layers varies as $1/h$, so the accumulated error is $O(h^2)$. This requires smooth $m$ and $V$ within each layer, and material jumps must lie on layer edges. A turning point needs no special grid, because $A$ is smooth there.

\section{A thin contact and a thick depletion region}

Measure energies from the bulk conduction-band edge, and put the metal at $x<0$. Full depletion with donor density $N$ gives $V''=e^2N/\varepsilon$. With $V(w)=V'(w)=0$ and band bending $V_b$,
\begin{equation}
V=V_b\left(1-\frac xw\right)^2,\qquad
w=\sqrt{\frac{2\varepsilon V_b}{e^2N}} .
\end{equation}
Image force is omitted. The model has $V_b=1$ eV, relative permittivity 9, and a metal band bottom at $-5$ eV with mass $m_e$. The semiconductor mass falls exponentially from $0.3m_e$ at the face towards $0.2m_e$, with decay length 2 nm, and is held at its value at $x=w$ beyond the depletion edge. Any band-edge shift caused by grading is taken to be included in $V$.

At $N=10^{25}$, $10^{24}$ and $10^{21}\,\mathrm{m^{-3}}$, the widths are 9.97, 31.54 and 997.4 nm. The last follows from the second by the factor $\sqrt{1000}=31.62$. At the highest density the mean donor spacing, $N^{-1/3}=4.6$ nm, is almost half the width, so the smooth parabola is only an average over few donors. The image force would also lower the barrier and raise $T$. The bulk is degenerate at this density: for one valley $\hbar^2(3\pi^2N)^{2/3}/2m\simeq0.085$ eV, so free carriers would reshape the tail of the parabola near the turning point. The thin case therefore illustrates the method and does not predict the current of a real contact. In all three cases the single parabolic band is carried up to 0.9 eV into the gap, where coupling to the valence band lowers $\kappa$ in a real semiconductor; the values of $K$ and $\ln T$ below belong to the single-band model. At $E=0.1$ eV, the respective values of $K$ are 9.55, 28.66 and 877.2.

A semiclassical estimate shows how these exponents should enter $T$. For slowly varying coefficients the barrier waves are $\eta^{-1/2}\exp(\pm\int\kappa dx)$: inserting them in $(\psi'/m)'=\kappa\eta\psi$ cancels the terms in $\eta'$ to first order. In a sufficiently thick depletion region, $V$ is nearly linear and $m$ nearly constant around the outer turning point; in the thin contact the linear form is only a rough approximation. The outgoing solution is $\mathrm{Bi}(\zeta)+i\mathrm{Ai}(\zeta)$, with $\zeta$ positive in the barrier. Its asymptotic forms are
\begin{equation}
\frac{e^{i(2|\zeta|^{3/2}/3+\pi/4)}}{\sqrt\pi|\zeta|^{1/4}}
\ (\zeta\to-\infty),\qquad
\frac{e^{2\zeta^{3/2}/3}}{\sqrt\pi\zeta^{1/4}}
\ (\zeta\to\infty).
\end{equation}
Thus an outgoing wave of modulus $C/\sqrt q$ continues to modulus $Ce^K/\sqrt\eta$ at the metal face. There $\psi'/m\simeq-\eta\psi$. If $A_0$ and $B_0$ are the incident and reflected metal amplitudes, then $A_0+B_0=\psi_0$ and $iq_L(A_0-B_0)=-\eta\psi_0$, giving $2A_0=\psi_0(1+i\eta/q_L)$. Since $|\psi_0|^2=C^2e^{2K}/\eta$,
\begin{equation}
T\simeq\frac{C^2}{q_L|A_0|^2}
=\frac{4q_L\eta}{q_L^2+\eta^2}e^{-2K},
\end{equation}
with $\eta$ evaluated at the semiconductor side of the face.

In units of $\sqrt{2\,\mathrm{eV}/m_e}/\hbar$, $q_L=\sqrt{5.1}=2.258$ and $\eta=\sqrt{0.9/0.3}=1.732$. The prefactor is $15.65/8.10=1.93$, whose logarithm is 0.658. For the thick contact this gives $\ln T\simeq0.658-2(877.185)=-1753.71$, in agreement with the layer result $-1753.707$. The semiclassical result is less close for the thin contact: $-18.434$ against $-18.403$.

The thin contact has $T=e^{-18.403}=1.0\times10^{-8}$ at this energy; the thick one has $T=10^{-761.6}$. The latter is zero when stored directly as a double, but its logarithm is regular. Physically, direct tunnelling at this energy is absent for any practical purpose. The useful point is that an energy sweep can include it without producing an invalid number.

Both transfer-matrix failures appear in these cases. For the thin contact, below the estimated limit $K\simeq18$, the subtraction formula still agrees with the scattering form to about $10^{-6}$ in $\ln T$. At the medium density the subtraction formula returns $\ln T=-11.62$, whereas the determinant and scattering forms both return $-56.6485$. In the thick barrier the matrix overflows at a depth of 434 nm, where the accumulated $\int\kappa dx$ is 710.1; the logarithm of the largest double is 709.8.

Above the barrier a different limit applies. At 1.2 eV, a slowly varying thick semiconductor should reflect mainly at its abrupt metal face. There $q_L=\sqrt{6.2}=2.490$ and $q=\sqrt{0.2/0.3}=0.816$, so one interface gives $T\simeq4q_Lq/(q_L+q)^2=0.744$. The full thick-barrier result is 0.745, with reflection 0.255. Having enough energy to pass the barrier does not remove the velocity mismatch.

Mass variation matters even over a short distance. Replacing the graded mass by $0.2m_e$ throughout the medium semiconductor changes $\ln T$ from $-56.649$ to $-54.713$, raising $T$ by a factor 6.9. A lighter mass lowers $\kappa$ near the face, where the barrier is highest.

For the same medium contact, 200, 400 and 800 layers give errors in $\ln T$ of $7.02\times10^{-4}$, $1.76\times10^{-4}$ and $4.40\times10^{-5}$, relative to an integration of the smooth equation. The successive ratios, 3.99 and 4.00, show the derived second-order convergence. In the thick case, a high-precision calculation with the same 8000 layers agrees with the scattering result to all printed digits. Its difference of $4.0\times10^{-4}$ from the smooth-profile result is therefore due to the layers, not to rounding in the composition. The numerical output gives the remaining energies and checks.

\section*{Numbers as computed}
\begin{verbatim}
band bending = 1.0 eV; metal bottom = -5.0 eV
relative permittivity = 9.0
mass at face, bulk = 0.30, 0.20 m_e
mass grading length = 2.0 nm
reference energy = 0.1 eV
random stacks: largest ln T difference = 1.3e-09
thin: donor density = 1e+25 m^-3, layers = 2000
  width = 9.974 nm; K = 9.5460
  ln T scattering = -18.403149; smooth = -18.403150
  ln T semiclassical = -18.433553
  min |D| = 0.4163; max |r_right| = 1.0000
  ln T at 0.1, 0.5, 0.9, 1.2 eV = -18.4031, -6.4156, -1.0072, -0.2716
  at 1.2 eV: R = 0.237872, T = 0.762128
  transfer ln T: subtraction = -18.403148
  transfer ln T: determinant = -18.403149
medium: donor density = 1e+24 m^-3, layers = 2000
  width = 31.540 nm; K = 28.6596
  ln T scattering = -56.648511; smooth = -56.648518
  ln T semiclassical = -56.660784
  min |D| = 0.4145; max |r_right| = 1.0000
  ln T at 0.1, 0.5, 0.9, 1.2 eV = -56.6485, -20.0247, -2.1288, -0.2912
  at 1.2 eV: R = 0.252629, T = 0.747371
  transfer ln T: subtraction = -11.620859
  transfer ln T: determinant = -56.648511
thick: donor density = 1e+21 m^-3, layers = 8000
  width = 997.368 nm; K = 877.1848
  ln T scattering = -1753.707439; smooth = -1753.707843
  ln T semiclassical = -1753.711230
  min |D| = 0.6725; max |r_right| = 1.0000
  ln T at 0.1, 0.5, 0.9, 1.2 eV = -1753.7074, -609.7934, -49.9268, -0.2946
  at 1.2 eV: R = 0.255148, T = 0.744852
  transfer overflow depth = 433.73 nm
  integral of kappa there = 710.072
  ln(largest double) = 709.783
  high-precision layer ln T = -1753.707439
  log10 T = -761.6255
  T stored directly as a double = 0.0
medium, 200 layers: ln T error = 7.020e-04
medium, 400 layers: ln T error = 1.758e-04
medium, 800 layers: ln T error = 4.397e-05
error ratios on halving width = 3.993, 3.998
medium, uniform bulk mass: ln T = -54.713333
T uniform / T graded = 6.9253
\end{verbatim}
